# Why a Defect Eigenvalue Is Not Generally a Charge-Transition Level: a program that tests the result

```python
"""
Result under test: a defect eigenvalue is not its charge-transition level.
  level = E(neutral, relaxed) - E(positive, relaxed)
        = e_occ - S + rho + lam_plus
e_occ    : occupied defect eigenvalue of the relaxed neutral defect
S        : frozen-orbital curvature term, (1 - alpha) * J / 2
J        : Coulomb self-energy integral of the defect orbital
rho      : energy gained by orbital relaxation at the neutral geometry
lam_plus : energy gained by structural relaxation of the positive state
lam_zero : the same for the neutral state, from the positive geometry
alpha    : fraction of Fock exchange added to the Hartree energy
Levels are absolute until the host valence-band maximum is subtracted.
Model: ring of alternating sites, spinless electrons, one donor site,
one local distortion Q. Energies in Ry, Q in bohr.
"""
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
SITE_ENERGY = 0.15
HOPPING = 0.10
DONOR_ENERGY = 0.06
REPULSION = 0.20
SOFTENING = 0.5       # in site spacings
STIFFNESS = 0.25      # Ry / bohr^2
COUPLING = 0.15       # Ry / bohr
RING = 24


def build(size, defect=True):
    index = np.arange(size)
    h = np.diag(np.where(index % 2 == 0, SITE_ENERGY, -SITE_ENERGY))
    for i in range(size):
        j = (i + 1) % size
        h[i, j] = h[j, i] = -HOPPING
    core = (index % 2).astype(float)
    if defect:
        h[0, 0] = DONOR_ENERGY
        core[0] = 1.0
    distance = np.abs(index[:, None] - index[None, :])
    distance = np.minimum(distance, size - distance)
    v = REPULSION / np.sqrt(1 + (distance / SOFTENING) ** 2)
    return SimpleNamespace(h=h, v=v, core=core, full=size // 2,
                           g=COUPLING if defect else 0.0, defect=defect)


def total_energy(system, p, q, alpha):
    dn = np.diag(p) - system.core
    return (np.sum(system.h * p) + 0.5 * dn @ system.v @ dn
            - 0.5 * alpha * np.sum(system.v * p * p)
            + 0.5 * STIFFNESS * q * q - system.g * q * p[0, 0])


def solve(system, f, alpha, q_fixed=None):
    """Self-consistent state; f is the occupation of the orbital above
    the filled ones. Q is relaxed unless q_fixed is given."""
    p = np.diag(system.core).astype(float)
    if system.defect:
        p[0, 0] = f
    m = system.full
    for _ in range(4000):
        q = system.g * p[0, 0] / STIFFNESS if q_fixed is None else q_fixed
        fock = system.h - alpha * system.v * p
        fock = fock + np.diag(system.v @ (np.diag(p) - system.core))
        fock[0, 0] -= system.g * q
        eig, orb = np.linalg.eigh(fock)
        new = orb[:, :m] @ orb[:, :m].T
        new = new + f * np.outer(orb[:, m], orb[:, m])
        if np.max(np.abs(new - p)) < 1e-11:
            if q_fixed is None:
                q = system.g * new[0, 0] / STIFFNESS
            return SimpleNamespace(p=new, q=q, eig=eig, orb=orb,
                                   e=total_energy(system, new, q, alpha))
        p = p + 0.5 * (new - p)
    raise RuntimeError("self-consistency not reached")


def analyse(system, alpha):
    m = system.full
    neutral = solve(system, 1.0, alpha)
    positive = solve(system, 0.0, alpha)
    pos_vertical = solve(system, 0.0, alpha, neutral.q)
    neu_vertical = solve(system, 1.0, alpha, positive.q)
    phi = neutral.orb[:, m]
    weight = phi ** 2
    self_coulomb = weight @ system.v @ weight
    frozen = total_energy(system, neutral.p - np.outer(phi, phi),
                          neutral.q, alpha)
    return SimpleNamespace(
        alpha=alpha, neutral=neutral, positive=positive,
        occ=neutral.eig[m], emp=positive.eig[m], j=self_coulomb,
        s=0.5 * (1 - alpha) * self_coulomb,
        rho=frozen - pos_vertical.e,
        lam_plus=pos_vertical.e - positive.e,
        lam_zero=neu_vertical.e - neutral.e,
        vertical=neutral.e - pos_vertical.e,
        level=neutral.e - positive.e,
        local=weight[0] + weight[1] + weight[-1], donor=weight[0])


defect = build(RING)
host = build(RING, defect=False)


def vertical_error(alpha):
    r = analyse(defect, alpha)
    return r.occ - r.vertical


def level_error(alpha):
    r = analyse(defect, alpha)
    return r.occ - r.level


alpha_linear = brentq(vertical_error, 0.0, 1.0, xtol=1e-10)
alpha_accident = brentq(level_error, 0.0, 1.0, xtol=1e-10)
cases = [("Hartree", 0.0), ("accidental", alpha_accident),
         ("tuned", alpha_linear), ("full exchange", 1.0)]
results = {name: analyse(defect, alpha) for name, alpha in cases}
edges = {}
nodes, weights = np.polynomial.legendre.leggauss(10)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights

for name, alpha in cases:
    r = results[name]
    bulk = solve(host, 0.0, alpha)
    edges[name] = (bulk.eig[host.full - 1], bulk.eig[host.full])
    # Localized gap state, and decomposition against total energies.
    assert r.local > 0.5
    assert edges[name][0] < r.occ < edges[name][1]
    assert abs(r.occ - r.s + r.rho + r.lam_plus - r.level) < 1e-8
    assert min(r.rho, r.lam_plus, r.lam_zero) > 0
    # Integrated eigenvalues against total-energy differences.
    at_neutral = sum(w * solve(defect, f, alpha, r.neutral.q).eig[defect.full]
                     for f, w in zip(nodes, weights))
    at_positive = sum(w * solve(defect, f, alpha, r.positive.q).eig[defect.full]
                      for f, w in zip(nodes, weights))
    assert abs(at_neutral - r.vertical) < 1e-7
    assert abs(at_positive - r.lam_zero - r.level) < 1e-7

# Eigenvalue as the derivative of the energy with respect to occupation.
base = results["Hartree"]
step = 1e-3
e_up = solve(defect, 0.5 + step, 0.0, base.neutral.q).e
e_down = solve(defect, 0.5 - step, 0.0, base.neutral.q).e
middle = solve(defect, 0.5, 0.0, base.neutral.q).eig[defect.full]
assert abs((e_up - e_down) / (2 * step) - middle) < 1e-6

# Orbital relaxation lowers the curvature below its frozen value.
e1, e2, e3 = [solve(defect, 1 - k * step, 0.0, base.neutral.q).eig[defect.full]
              for k in range(3)]
slope = (3 * e1 - 4 * e2 + e3) / (2 * step)
assert 0 < slope < base.j

# Structural relaxation from the force, and geometries by minimization.
span = base.neutral.q - base.positive.q
work = 0.0
for x, w in zip(nodes, weights):
    q = base.positive.q + span * x
    state = solve(defect, 0.0, 0.0, q)
    work += w * span * (STIFFNESS * q - COUPLING * state.p[0, 0])
assert abs(work - base.lam_plus) < 1e-8
for occupation, state in ((1.0, base.neutral), (0.0, base.positive)):
    best = minimize_scalar(lambda q: solve(defect, occupation, 0.0, q).e,
                           bounds=(0.0, 0.8), method="bounded",
                           options={"xatol": 1e-7})
    assert abs(best.x - state.q) < 1e-4
    assert abs(best.fun - state.e) < 1e-8

# Occupation dependence for the convex and the tuned functional.
profiles = {}
for name in ("Hartree", "tuned"):
    r = results[name]
    profiles[name] = [solve(defect, f, r.alpha, r.neutral.q).eig[defect.full]
                      for f in (0.0, 0.5, 1.0)]
range_convex = abs(profiles["Hartree"][2] - profiles["Hartree"][0])
range_tuned = abs(profiles["tuned"][2] - profiles["tuned"][0])
assert range_tuned < 0.3 * range_convex

# Frozen curvature of the delocalized host orbital and of the defect orbital.
host_terms, defect_terms, large_level = [], [], None
for size in (RING, 4 * RING):
    crystal = build(size, defect=False)
    state = solve(crystal, 0.0, 0.0)
    top = state.orb[:, crystal.full - 1]
    removed = total_energy(crystal, state.p - np.outer(top, top), 0.0, 0.0)
    host_terms.append(removed - state.e + state.eig[crystal.full - 1])
    r = analyse(build(size), 0.0)
    defect_terms.append(r.s)
    large_level = r.level - state.eig[crystal.full - 1]
assert host_terms[1] < 0.5 * host_terms[0]
assert abs(defect_terms[1] / defect_terms[0] - 1) < 0.1

print(f"ring sites {RING}; electrons in neutral defect {defect.full + 1}")
print(f"host site energies +/-{SITE_ENERGY:.2f} Ry; hopping {HOPPING:.2f} Ry")
print(f"donor site energy {DONOR_ENERGY:.2f} Ry")
print(f"on-site repulsion {REPULSION:.2f} Ry; softening {SOFTENING} spacing")
print(f"stiffness {STIFFNESS:.2f} Ry/bohr^2; coupling {COUPLING:.2f} Ry/bohr")
print(f"1 Ry = {RY_EV:.6f} eV")
for name, alpha in cases:
    r = results[name]
    ev, ec = edges[name]
    print(f"[{name}] exchange fraction alpha = {alpha:.4f}")
    print(f"  host band edges: E_V {ev:.5f}, E_C {ec:.5f} Ry")
    print(f"  above E_V: occupied eigenvalue {r.occ - ev:.5f} Ry")
    print(f"  above E_V: vertical removal {r.vertical - ev:.5f} Ry")
    print(f"  above E_V: transition level {r.level - ev:.5f} Ry")
    print(f"  above E_V: empty eigenvalue {r.emp - ev:.5f} Ry")
    print(f"  S {r.s:.5f}, rho {r.rho:.5f} Ry")
    print(f"  lam_plus {r.lam_plus:.5f}, lam_zero {r.lam_zero:.5f} Ry")
    print(f"  eigenvalue {(r.occ - ev) * RY_EV:.3f}, "
          f"level {(r.level - ev) * RY_EV:.3f}, "
          f"difference {(r.occ - r.level) * RY_EV:.3f} eV")
print(f"Hartree: J {base.j:.5f} Ry; donor-site weight {base.donor:.3f}")
print(f"Hartree: Q neutral {base.neutral.q:.4f}, "
      f"positive {base.positive.q:.4f} bohr")
print(f"Hartree: slope de/df at f=1 {slope:.5f} Ry")
for name in profiles:
    a, b, c = np.array(profiles[name]) - edges[name][0]
    print(f"{name}: e-E_V at f=0, 1/2, 1: {a:.5f}, {b:.5f}, {c:.5f} Ry")
print(f"host frozen term, {RING} and {4 * RING} sites: "
      f"{host_terms[0]:.5f}, {host_terms[1]:.5f} Ry")
print(f"defect frozen term, same sizes: "
      f"{defect_terms[0]:.5f}, {defect_terms[1]:.5f} Ry")
print(f"Hartree level above E_V, {4 * RING} sites: {large_level:.5f} Ry")
fermi = 0.5 * (base.occ + base.level)
difference = (base.positive.e + fermi) - base.neutral.e
print(f"Hartree: test Fermi energy {fermi - edges['Hartree'][0]:.5f} Ry")
print(f"  there E_f(+) - E_f(0) = {difference:.5f} Ry")
print("finished without a failed check")
```

It prints:

```
ring sites 24; electrons in neutral defect 13
host site energies +/-0.15 Ry; hopping 0.10 Ry
donor site energy 0.06 Ry
on-site repulsion 0.20 Ry; softening 0.5 spacing
stiffness 0.25 Ry/bohr^2; coupling 0.15 Ry/bohr
1 Ry = 13.605693 eV
[Hartree] exchange fraction alpha = 0.0000
  host band edges: E_V -0.15887, E_C 0.15887 Ry
  above E_V: occupied eigenvalue 0.19836 Ry
  above E_V: vertical removal 0.13338 Ry
  above E_V: transition level 0.15209 Ry
  above E_V: empty eigenvalue 0.10529 Ry
  S 0.06884, rho 0.00386 Ry
  lam_plus 0.01871, lam_zero 0.02039 Ry
  eigenvalue 2.699, level 2.069, difference 0.630 eV
[accidental] exchange fraction alpha = 0.6639
  host band edges: E_V -0.28071, E_C 0.14793 Ry
  above E_V: occupied eigenvalue 0.19706 Ry
  above E_V: vertical removal 0.17385 Ry
  above E_V: transition level 0.19706 Ry
  above E_V: empty eigenvalue 0.19801 Ry
  S 0.02395, rho 0.00074 Ry
  lam_plus 0.02320, lam_zero 0.02562 Ry
  eigenvalue 2.681, level 2.681, difference 0.000 eV
[tuned] exchange fraction alpha = 0.9957
  host band edges: E_V -0.34319, E_C 0.14405 Ry
  above E_V: occupied eigenvalue 0.19594 Ry
  above E_V: vertical removal 0.19594 Ry
  above E_V: transition level 0.22128 Ry
  above E_V: empty eigenvalue 0.24916 Ry
  S 0.00031, rho 0.00031 Ry
  lam_plus 0.02534, lam_zero 0.02789 Ry
  eigenvalue 2.666, level 3.011, difference -0.345 eV
[full exchange] exchange fraction alpha = 1.0000
  host band edges: E_V -0.34400, E_C 0.14400 Ry
  above E_V: occupied eigenvalue 0.19593 Ry
  above E_V: vertical removal 0.19623 Ry
  above E_V: transition level 0.22160 Ry
  above E_V: empty eigenvalue 0.24984 Ry
  S 0.00000, rho 0.00031 Ry
  lam_plus 0.02537, lam_zero 0.02791 Ry
  eigenvalue 2.666, level 3.015, difference -0.349 eV
Hartree: J 0.13768 Ry; donor-site weight 0.698
Hartree: Q neutral 0.5819, positive 0.1716 bohr
Hartree: slope de/df at f=1 0.13199 Ry
Hartree: e-E_V at f=0, 1/2, 1: 0.07006, 0.13296, 0.19836 Ry
tuned: e-E_V at f=0, 1/2, 1: 0.19593, 0.19594, 0.19594 Ry
host frozen term, 24 and 96 sites: 0.01805, 0.00596 Ry
defect frozen term, same sizes: 0.06884, 0.06885 Ry
Hartree level above E_V, 96 sites: 0.15215 Ry
Hartree: test Fermi energy 0.17523 Ry
  there E_f(+) - E_f(0) = 0.02313 Ry
finished without a failed check
```
